\section*{Dopant Profile of a Gaussian Implant with a Sputtered, Receding Surface}

\section{Why the dose cannot simply multiply the range distribution}

A simple first estimate of an implanted profile is the dose times a Gaussian range distribution. Its peak grows without bound as the dose grows. For a straggle of 10 nm and a dose of $3\times10^{17}\ \mathrm{cm^{-2}}$ it gives a peak of $1.2\times10^{23}\ \mathrm{cm^{-3}}$, more than twice the density of atoms in silicon. The estimate also credits the solid with every ion that stopped in it, however many have since been removed.

What is missing is sputtering. Each arriving ion ejects atoms, so the surface moves into the material that was implanted earlier. Later ions stop deeper in the original crystal, while the earliest ones come to the surface and leave. The profile measured from the current surface therefore stops growing. Its shape and its limit follow from counting atoms.

\section{Model and conventions}

Ions arrive with constant flux $J$ per unit area and time. The accumulated dose is $\Phi=Jt$. Each ion removes $Y$ atoms from a solid of atomic density $N$, hence a volume $Y/N$. The surface recedes at speed $v$ and by a total distance $\Delta$:
\begin{equation}
v=\frac{JY}{N},\qquad \Delta=vt=\frac{Y\Phi}{N}.
\label{eq:recession}
\end{equation}
Depth $x\ge0$ is measured inward from the current surface. An ion comes to rest at depth $z$ below the surface present on its arrival, with probability density
\begin{equation}
g(z)=\frac{1}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(z-R)^2}{2s^2}\right],
\label{eq:gauss}
\end{equation}
where $R$ is the mean range and $s$ the straggle. The Gaussian extends to $z<0$. That part is counted as ions not retained, so the fraction entering the solid is
\begin{equation}
F=\int_0^\infty g(z)\,dz=\frac12\left[1+\operatorname{erf}\!\left(\frac{R}{\sqrt2\,s}\right)\right].
\label{eq:F}
\end{equation}

The quantities $Y$, $R$ and $s$ are held constant. Atoms at rest do not move relative to the crystal (no mixing or diffusion), implanted atoms add no volume (no swelling), and the removed layer carries away its dopants in proportion to their concentration (no preferential sputtering). Neglecting swelling requires $Y\gg1$, as shown below. No quantum constants enter, so the equations hold in atomic units or any other consistent set.

\section{From the arrival history to the error functions}

Consider the dopants now at depth $x$ that arrived when the dose was $\Phi'$. They have not moved in the crystal, but the surface has since receded by $Y(\Phi-\Phi')/N$. On arrival they were therefore deeper by this amount. The dose increment $d\Phi'$ contributed $g\,d\Phi'$ to the concentration there, and the sum over the history is
\begin{equation}
C(x,\Phi)=\int_0^\Phi g\!\left(x+\frac{Y}{N}(\Phi-\Phi')\right)d\Phi'.
\label{eq:history}
\end{equation}
Take the depth on arrival, $z=x+Y(\Phi-\Phi')/N$, as the new variable. Then $d\Phi'=-(N/Y)\,dz$. The lower limit $\Phi'=0$ becomes $z=x+\Delta$ and the upper limit $\Phi'=\Phi$ becomes $z=x$. The minus sign reverses the limits:
\begin{equation}
C(x,\Phi)=\frac{N}{Y}\int_x^{x+\Delta}g(z)\,dz.
\label{eq:window}
\end{equation}
The concentration is the area under the range distribution in a window of width $\Delta$ that starts at $x$, multiplied by $N/Y$. Since the whole area is one, $C$ cannot exceed $N/Y$.

With $w=(z-R)/(\sqrt2\,s)$ we have $dz=\sqrt2\,s\,dw$ and $g\,dz=e^{-w^2}dw/\sqrt\pi$. Because $\int_a^b e^{-w^2}dw=(\sqrt\pi/2)(\operatorname{erf}b-\operatorname{erf}a)$, equation \eqref{eq:window} becomes
\begin{equation}
C(x,\Phi)=\frac{N}{2Y}\left[\operatorname{erf}\!\left(\frac{x-R+\Delta}{\sqrt2\,s}\right)-\operatorname{erf}\!\left(\frac{x-R}{\sqrt2\,s}\right)\right].
\label{eq:profile}
\end{equation}

The signs can be checked through local conservation. Differentiating \eqref{eq:window} gives
\begin{align}
\frac{\partial C}{\partial\Phi}&=\frac NY\,g(x+\Delta)\,\frac{d\Delta}{d\Phi}=g(x+\Delta),\\
\frac{\partial C}{\partial x}&=\frac NY\left[g(x+\Delta)-g(x)\right].
\label{eq:slope}
\end{align}
Eliminating $g(x+\Delta)$ leaves
\begin{equation}
\frac{\partial C}{\partial\Phi}=\frac YN\frac{\partial C}{\partial x}+g(x),\qquad C(x,0)=0.
\label{eq:transport}
\end{equation}
In the frame of the surface, material drifts toward $x=0$ while new ions are added at rate $g$ per unit dose.

\section{Low and high dose}

\subsection{Small recession}
Expanding the integral in \eqref{eq:window} in powers of $\Delta$, and using $N\Delta/Y=\Phi$ and $g'(x)=-(x-R)g(x)/s^2$, gives
\begin{equation}
C=\Phi\left[g(x)+\frac{\Delta}{2}g'(x)+\dots\right]
=\Phi g(x)\left[1+\frac{\Delta(R-x)}{2s^2}+\dots\right].
\label{eq:low}
\end{equation}
The ordinary Gaussian is recovered when $\Delta\ll s$ and also $\Delta|R-x|\ll s^2$. The second condition is the stricter one in the tails, so the surface concentration departs from the Gaussian estimate well before the peak does.

\subsection{Saturation}
When $x+\Delta-R\gg s$, the first error function in \eqref{eq:profile} tends to one. With $\operatorname{erfc}u=1-\operatorname{erf}u$,
\begin{equation}
C_\infty(x)=\frac{N}{2Y}\operatorname{erfc}\!\left(\frac{x-R}{\sqrt2\,s}\right).
\label{eq:sat}
\end{equation}
The condition is hardest to meet at $x=0$, where it reads $\Delta-R\gg s$. The flux has dropped out: in this model it sets how soon the limit is reached, not the limit. At the mean range $C_\infty(R)=N/(2Y)$. At the surface, $\operatorname{erfc}(-u)=1+\operatorname{erf}u$ and \eqref{eq:F} give
\begin{equation}
C_\infty(0)=\frac{NF}{Y},
\label{eq:surface}
\end{equation}
which is close to $N/Y$ if $R$ is well above $s$. This is a balance: each ion removes a volume $Y/N$ containing $C_\infty(0)Y/N=F$ dopants, as many as it adds on average.

Subtracting \eqref{eq:profile} from \eqref{eq:sat} gives the remaining deficit,
\begin{equation}
C_\infty(x)-C(x,\Phi)=\frac{N}{2Y}\operatorname{erfc}\!\left(\frac{x-R+\Delta}{\sqrt2\,s}\right).
\label{eq:deficit}
\end{equation}
The surface reaches 99\% of its limit when this equals $0.01\,NF/Y$ at $x=0$, that is, when the complementary error function equals $0.02F$:
\begin{equation}
\Delta_{99}=R+\sqrt2\,s\,\operatorname{erfc}^{-1}(0.02F),\qquad \Phi_{99}=\frac{N\Delta_{99}}{Y}.
\label{eq:d99}
\end{equation}

\section{Motion of the peak}

By \eqref{eq:slope} an extremum requires $g(x+\Delta)=g(x)$. Two points of a Gaussian have equal height if they coincide or lie symmetrically about $R$. The first case needs $\Delta=0$. The second, $x+\Delta-R=-(x-R)$, gives
\begin{equation}
x_{\rm peak}=R-\frac{\Delta}{2},\qquad
C_{\rm peak}=\frac NY\operatorname{erf}\!\left(\frac{\Delta}{2\sqrt2\,s}\right),\qquad \Delta\le2R.
\label{eq:peak}
\end{equation}
The height follows because the arguments in \eqref{eq:profile} are then $\pm\Delta/(2\sqrt2\,s)$ and erf is odd. At smaller $x$ the point $x+\Delta$ is nearer to $R$ than $x$ is, so the slope is positive; at larger $x$ it is negative. The extremum is a maximum. It moves at half the recession speed because it sits at the middle of the band of mean ranges left by the first and the latest ions. Once $\Delta>2R$, the slope is negative throughout the solid and the maximum stays at the surface.

\section{Retained dose}

Let $p(u)=e^{-u^2/2}/\sqrt{2\pi}$ be the standard normal density and $P(u)=\int_{-\infty}^u p(u')\,du'$. Since $P(b)-P(a)=P(-a)-P(-b)$, equation \eqref{eq:window} can be written
\begin{equation}
C=\frac NY\left[P\!\left(\frac{R-x}{s}\right)-P\!\left(\frac{R-\Delta-x}{s}\right)\right].
\label{eq:normal}
\end{equation}
To integrate over depth, define
\begin{equation}
H(z)=zP(z/s)+s\,p(z/s).
\end{equation}
Because $p'(u)=-u\,p(u)$, its derivative is $H'(z)=P(z/s)+(z/s)p(z/s)-(z/s)p(z/s)=P(z/s)$, and $H\to0$ as $z\to-\infty$. With $z=R-x$,
\begin{equation}
\int_0^\infty P\!\left(\frac{R-x}{s}\right)dx=\int_{-\infty}^{R}P(z/s)\,dz=H(R).
\end{equation}
The second term of \eqref{eq:normal} is the same with $R$ replaced by $R-\Delta$. The retained dose is therefore
\begin{equation}
Q(\Phi)=\frac NY\left[H(R)-H(R-\Delta)\right]\longrightarrow Q_\infty=\frac{N}{Y}H(R).
\label{eq:retained}
\end{equation}
For $R\gg s$, $Q_\infty\simeq NR/Y$: the solid holds a layer of thickness about $R$ at concentration $N/Y$.

The rate of gain is $dQ/d\Phi=P[(R-\Delta)/s]$. Setting $x=0$ in \eqref{eq:normal} and using $F=P(R/s)$ turns this into
\begin{equation}
\frac{dQ}{d\Phi}=F-\frac YN C(0,\Phi),
\end{equation}
the dopants gained per ion minus those sputtered away.

\section{Arsenic in silicon at 40 keV}

Take the rough typical values $R=30$ nm, $s=10$ nm and $Y=2.5$. Silicon has eight atoms in a cubic cell of edge 0.5431 nm, so $N=8/(0.5431\ \mathrm{nm})^3=4.994\times10^{22}\ \mathrm{cm^{-3}}$ and $N/Y=1.998\times10^{22}\ \mathrm{cm^{-3}}$. Equation \eqref{eq:F} gives $F=0.9987$. At $\Phi=10^{17}\ \mathrm{cm^{-2}}$,
\begin{equation}
\Delta=\frac{2.5\times10^{17}\ \mathrm{cm^{-2}}}{4.994\times10^{22}\ \mathrm{cm^{-3}}}=50.1\ \mathrm{nm},\qquad
x_{\rm peak}=30-25.0=5.0\ \mathrm{nm}.
\end{equation}
The model then gives the following values.

\begin{center}
\begin{tabular}{ccccc}
$\Phi$ & $\Delta$ & $C_{\rm peak}$ & $C(0)$ & $Q/\Phi$\\
$\mathrm{cm^{-2}}$ & nm & $\mathrm{cm^{-3}}$ & $\mathrm{cm^{-3}}$ & \\ \hline
$10^{15}$ & 0.50 & $3.99\times10^{20}$ & $4.78\times10^{18}$ & 0.999\\
$10^{16}$ & 5.01 & $3.95\times10^{21}$ & $9.73\times10^{19}$ & 0.997\\
$10^{17}$ & 50.1 & $1.97\times10^{22}$ & $1.95\times10^{22}$ & 0.598\\
$3\times10^{17}$ & 150 & $1.99\times10^{22}$ & $1.99\times10^{22}$ & 0.200
\end{tabular}
\end{center}

At $10^{16}\ \mathrm{cm^{-2}}$ the peak is still nearly proportional to dose, but the surface concentration is more than twice the fixed-surface value $\Phi g(0)=4.4\times10^{19}\ \mathrm{cm^{-3}}$. This is the tail effect in \eqref{eq:low}: $\Delta R/(2s^2)=0.75$ is not small, and higher orders raise the factor from 1.75 to 2.2. These low-dose surface values come from the Gaussian tail three straggles from $R$ and should not be read as data for arsenic in silicon: at $10^{16}\ \mathrm{cm^{-2}}$, $C(0)$ runs from $4.6\times10^{19}$ to $2.5\times10^{20}\ \mathrm{cm^{-3}}$ as $s$ goes from 9 to 12 nm, and the actual range distribution of this heavy ion in a light target is skewed toward depth and can be much lower near the surface than the Gaussian. Tripling the dose from $10^{17}$ to $3\times10^{17}\ \mathrm{cm^{-2}}$ hardly changes the retained amount, which goes from $5.98\times10^{16}$ to $5.99\times10^{16}\ \mathrm{cm^{-2}}$.

From \eqref{eq:d99}, $\Delta_{99}=53.3$ nm and $\Phi_{99}=1.06\times10^{17}\ \mathrm{cm^{-2}}$. The peak reaches the surface slightly later, at $2RN/Y=1.20\times10^{17}\ \mathrm{cm^{-2}}$. The limiting surface concentration is
\begin{equation}
C_\infty(0)=0.99865\times1.9976\times10^{22}=1.99\times10^{22}\ \mathrm{cm^{-3}}=0.40\,N.
\end{equation}

Equation \eqref{eq:profile} was tested against a simulation that deposits dopants in crystal layers 0.25 nm thick and strips material from the top after each dose step of $10^{14}\ \mathrm{cm^{-2}}$. At $3\times10^{16}$, $10^{17}$ and $2.6\times10^{17}\ \mathrm{cm^{-2}}$ the two agreed at all depths to within 0.5\% of $N/Y$.

\section{Sizes of the neglected effects}

\subsection{Swelling}
A limit of $0.40\,N$ is not dilute. Suppose instead that each implanted atom occupies the volume $1/N$, so that the density of all atoms stays $N$. Let $u(x)$ be the displacement of material toward the surface per unit dose, and let
\begin{equation}
G(x)=\int_x^\infty g(z)\,dz=\frac12\operatorname{erfc}\!\left(\frac{x-R}{\sqrt2\,s}\right),\qquad G(0)=F.
\end{equation}
At the surface $Y$ atoms leave per ion, now counting silicon and arsenic together, so $Nu(0)=Y$. (Without swelling the removed volume $Y/N$ held $Y$ silicon atoms, and the dopants left in addition.) Of these, $\int_0^xg\,dz=F-G(x)$ are supplied by ions stopping above $x$, and the rest must cross the plane $x$:
\begin{equation}
Nu(x)=Y-F+G(x).
\label{eq:u}
\end{equation}
In the steady state all dopants deposited beyond $x$ must also cross it, so $uC=G$ and
\begin{equation}
C_{\rm sw}(x)=\frac{N\,G(x)}{Y-F+G(x)},\qquad Y>F.
\label{eq:swollen}
\end{equation}
For $Y\gg1$ this returns to $C_\infty=NG/Y$. At the same total yield the surface value $NF/Y$ is unchanged, but the interior is richer. The comparison depends on this convention: if the silicon yield alone stayed at 2.5, $Y$ in \eqref{eq:swollen} would be replaced by $Y+F$, the surface value would be $0.29\,N$ and the retained dose would lie 24\% below $Q_\infty$. The numbers that follow keep the total yield at 2.5. At 30 nm the concentration rises from $1.00\times10^{22}$ to $1.25\times10^{22}\ \mathrm{cm^{-3}}$, and the saturated retained dose rises by 9.5\%, to $6.56\times10^{16}\ \mathrm{cm^{-2}}$. The layer simulation, with the dopant volume included, agreed with \eqref{eq:swollen} at $3\times10^{17}\ \mathrm{cm^{-2}}$ to within 0.5\% of $N/Y$.

Swelling changes the approach to the limit more strongly. Far below the implant, $G\to0$ and the net recession per ion is $(Y-F)/N$, here 0.60 of the value in \eqref{eq:recession}. To follow the transient, write conservation as $\partial C/\partial\Phi=\partial(uC)/\partial x+g$. Multiplying by $u$, which does not depend on dose, gives
\begin{equation}
\frac{\partial(uC)}{\partial\Phi}-u\frac{\partial(uC)}{\partial x}=ug.
\end{equation}
Along material moving as $dx/d\Phi=-u$ this reads $d(uC)=-g\,dx$. Material that started undoped at depth $z_0$ thus reaches the surface with $u(0)C=\int_0^{z_0}g\,dz$. The 99\% criterion again requires $z_0=\Delta_{99}$, but the journey takes the dose $\int_0^{z_0}dx/u$. By \eqref{eq:u}, $Y-F\le Nu\le Y$, so $\Phi_{99}$ lies between $1.06\times10^{17}$ and $1.06\times10^{17}/0.60=1.8\times10^{17}\ \mathrm{cm^{-2}}$. For an estimate between these bounds, replace $G$ by a step, equal to $F$ for $x<R$ and zero beyond. The dose is then $N[R/Y+(\Delta_{99}-R)/(Y-F)]\approx1.4\times10^{17}\ \mathrm{cm^{-2}}$, somewhat too large because $1/u$ is convex in $G$. The integral with the actual $G(x)$ gives $1.3\times10^{17}\ \mathrm{cm^{-2}}$, about 25\% more than without swelling. The peak also moves more slowly than \eqref{eq:peak} says: at $10^{17}\ \mathrm{cm^{-2}}$ it lies near 11 nm instead of 5 nm, $Q/\Phi$ is 0.64 instead of 0.60, and it reaches the surface only above $1.5\times10^{17}\ \mathrm{cm^{-2}}$.

\subsection{Collisional mixing}
Represent mixing by a uniform diffusivity $D$ and let $L=D/v$. In the steady state, drift and diffusion together carry to the surface everything deposited beyond $x$, so $vC+D\,\partial C/\partial x=JG$. Dividing by $v$,
\begin{equation}
C+L\frac{dC}{dx}=\frac NY G(x).
\label{eq:mix}
\end{equation}
No atoms diffuse out through the surface, so $dC/dx=0$ there and $C(0)=NF/Y$ again. Integrating \eqref{eq:mix} over depth, with $\int_0^\infty G\,dx=H(R)$ and $C(\infty)=0$, gives $Q-LC(0)=Q_\infty$, or
\begin{equation}
Q_{\rm mix}=Q_\infty+L\,C(0).
\end{equation}

To estimate $L$, let $S$ be the nuclear stopping cross-section. Classical scattering in the universal screened potential gives $NS\approx1200$ eV/nm for arsenic entering silicon at 40 keV. Treating all this energy as damage, the standard displacement estimate is $0.8S/(2E_d)$ displacements per atom and unit dose, with a rough displacement energy $E_d=15$ eV. An isotropic jump of length $\ell$ adds $\ell^2/3$ to the variance in depth. Diffusion adds $2D/J$ per unit dose, so $D/J=0.8S\ell^2/(12E_d)$. Since $J/v=N/Y$,
\begin{equation}
L=\frac{0.8\,NS\,\ell^2}{12E_dY}=\frac{0.8\times1200\times1^2}{12\times15\times2.5}\ \mathrm{nm}=2.1\ \mathrm{nm}
\end{equation}
for a rough $\ell=1$ nm. With this uniform $L$ the retained dose rises by about 7\%. This is an upper estimate for the chosen $\ell$: the entry stopping has been applied at all depths, whereas near $R$, where the profile falls, the ion deposits only about half as much energy, and a depth-dependent $L$ gives a rise of roughly 2 to 5\%. The estimate is sensitive, since $L$ varies as $\ell^2$. The few energetic recoils that travel several nanometres weigh heavily in the mean of $\ell^2$, so the effective $\ell$ can exceed 1 nm and 7\% is not a ceiling; $\ell=1.3$ nm multiplies these figures by 1.7.

\subsection{Range, yield and solubility}
Arsenic-rich silicon stops the ions sooner. At 40 keV the nuclear stopping per target atom is 1.42 times as large for arsenic as for silicon. The mean of $C_\infty/N$ between the surface and $R$ is 0.347. Reading this as the arsenic fraction at fixed total density, the stopping rises by $0.347\times0.423=0.147$ and the path length shortens by $1-1/1.147$, about 13\%. The range $R$ is the projection of the path on the depth axis, and arsenic targets, as heavy as the ion, deflect it more than silicon does: the rough ratio of path to projected range, $1+M_2/(3M_1)$ for target mass $M_2$ and ion mass $M_1$, is 1.12 for silicon and 1.33 for arsenic. With this included, $R$ shortens by about 20\%. Since $Q_\infty\simeq NR/Y$, this lowers the retained dose by a similar fraction, opposite in sign to swelling and mixing. The three estimates were made separately and need not add.

The yield enters directly, and the value 2.5 is an assumed input, not a computed one. With $R$ and $s$ held fixed, $Y=2$ gives a surface limit of $2.5\times10^{22}\ \mathrm{cm^{-3}}$ and $Y=3$ gives $1.7\times10^{22}\ \mathrm{cm^{-3}}$. If $Y$ drifts as the surface fills with arsenic, its final value governs the balance \eqref{eq:surface}. With $Y$ counting all sputtered atoms, as in \eqref{eq:swollen}, that balance fixes their arsenic fraction at $F/Y$; it equals the fraction at the surface only without preferential sputtering, and if arsenic leaves more easily than silicon the surface limit is lower.

\subsection{Relation to device implants}
Arsenic doses for source and drain regions are typically of order $10^{15}\ \mathrm{cm^{-2}}$, far below the saturation doses treated here. At 40 keV the surface then recedes by only about half a nanometre, and recession barely changes the profile near its peak. At fixed yield, a lower energy brings saturation at a lower dose, because $Q_\infty$ is roughly proportional to $R$: with $Y$ held at 2.5, a range of 3 nm well above its straggle would cap the retained dose near $6\times10^{15}\ \mathrm{cm^{-2}}$. This number only illustrates the scaling. A range of 3 nm corresponds to about 1 keV, where the nuclear stopping is about a third of its value at 40 keV and the yield, which roughly follows it, is near or below one. The condition $Y\gg1$ then fails, and for $Y\le F$ the surface does not recede on balance, so \eqref{eq:swollen} gives no cap at all. For high-dose implants the assumption of diluteness fails: at fixed total yield, swelling raises the retained dose by about 10\%, the shorter range lowers it by about 20\%, and swelling alone raises the dose needed for saturation by about 25\%.

The profile counts all arsenic atoms, not active donors. The surface limit is ten times a rough solubility limit of $2\times10^{21}\ \mathrm{cm^{-3}}$, and the peak at $10^{16}\ \mathrm{cm^{-2}}$ already exceeds that limit. Equation \eqref{eq:profile} is thus a starting distribution for recrystallization and annealing, during which the excess can cluster, precipitate or diffuse; it does not predict the carrier concentration afterwards. The numerical output lists the saturated profile with and without swelling.

\section*{Computed results}
\begin{verbatim}
INPUTS: As in Si, rough typical values
ion energy = 40 keV
mean range R = 30.0 nm; straggle s = 10.0 nm
sputter yield Y = 2.50 atoms/ion
Si lattice parameter = 0.54310 nm
Si atomic density N = 4.9940e+22 cm^-3
Gaussian fraction inside solid F = 0.99865
N/Y = 1.9976e+22 cm^-3
PROFILES AT FINITE DOSE
dose cm^-2 | recession nm | peak depth nm
1.0e+15 | 0.501 | 29.750
1.0e+16 | 5.006 | 27.497
1.0e+17 | 50.060 | 4.970
3.0e+17 | 150.181 | 0.000
dose cm^-2 | peak cm^-3 | surface cm^-3
1.0e+15 | 3.9890e+20 | 4.7799e+18
1.0e+16 | 3.9482e+21 | 9.7290e+19
1.0e+17 | 1.9730e+22 | 1.9501e+22
3.0e+17 | 1.9949e+22 | 1.9949e+22
dose cm^-2 | retained cm^-2 | retained/incident
1.0e+15 | 9.9853e+14 | 0.9985
1.0e+16 | 9.9675e+15 | 0.9968
1.0e+17 | 5.9768e+16 | 0.5977
3.0e+17 | 5.9935e+16 | 0.1998
SATURATION: depth nm | model cm^-3 | swollen cm^-3
0 | 1.9949e+22 | 1.9949e+22
10 | 1.9521e+22 | 1.9690e+22
20 | 1.6807e+22 | 1.7935e+22
30 | 9.9879e+21 | 1.2476e+22
40 | 3.1693e+21 | 4.7730e+21
50 | 4.5445e+20 | 7.4545e+20
surface limit / N = 0.3995
99% surface: recession = 53.27 nm
99% surface: dose = 1.0641e+17 cm^-2
peak reaches surface: dose = 1.1986e+17 cm^-2
saturated retained dose = 5.9935e+16 cm^-2
NEGLECTED EFFECTS
swelling: retained dose = 6.5637e+16 cm^-2
swelling: dose change = 9.5 %
swelling: net/model recession = 0.6005
stopping of As in Si = 1201 eV/nm
stopping per atom, As/Si target = 1.423
mean As fraction from 0 to R = 0.347
estimated range shortening = 12.8 %
rough displacement energy = 15 eV
rough relocation length = 1.0 nm
mixing length L = 2.14 nm
mixing: dose change = 7.1 %
surface limit if Y = 2: 2.494e+22 cm^-3
surface limit if Y = 3: 1.662e+22 cm^-3
rough As solubility limit = 2e+21 cm^-3
surface limit/solubility = 10.0
\end{verbatim}
